# Does relaxing a perfect supercell rule out a self-trapped electron?

## Question

I am studying electron trapping in a transition-metal oxide for resistive memory. I added one electron to a perfect supercell and relaxed all the atoms. The forces fell below my tolerance almost at once, the lattice kept its symmetry, and the extra charge stayed spread evenly over the cell. May I conclude that this oxide has no electron polaron? If not, how can a relaxation that follows the forces downhill miss a state of lower energy, and would a small random displacement of the atoms settle the matter?

## Answer

You may not conclude that. Your run started from a perfect lattice with evenly spread charge. The forces from such a charge cannot break the symmetry, so the run can end this way even if a polaron exists. A small displacement is a better test, but it is decisive only under conditions. A model small enough to solve shows both points.

### The model and its forces

Take a ring of $N$ sites with one electron. The electron hops between neighbours with amplitude $-t$, where $t>0$. Each site carries one lattice coordinate $x_i$, which lowers the electron's energy there by $gx_i$ and costs elastic energy $Kx_i^2/2$. This is the Holstein model. I treat the lattice classically and keep the electron in its ground state, as an ordinary relaxation does. The total energy is

$$E(x)=\varepsilon_0(x)+\frac K2\sum_i x_i^2 ,$$

where $\varepsilon_0$ is the lowest eigenvalue of the electron Hamiltonian $H(x)$. For a normalised eigenstate $\psi$, the derivative of an eigenvalue is the expectation value of the derivative of $H$. Since $\partial H/\partial x_i$ is $-g$ on site $i$ and zero elsewhere,

$$F_i=-\frac{\partial E}{\partial x_i}=g\,n_i-Kx_i,\qquad n_i=|\psi_i|^2 .$$

The electron pushes the lattice where its density is, and the displaced lattice attracts the electron. Self-trapping is this feedback carried to completion. Its natural energy is $E_p=g^2/(2K)$, the energy gained when an electron held on one site displaces that site by $g/K$.

### Why the perfect start stays perfect

The forces inherit the symmetry of the density, so the question is whether the density can be less symmetric than the lattice. For a non-degenerate ground state it cannot, and here the ground state is non-degenerate for any $x$:

- All hopping elements are $-t<0$, so replacing a real ground state $\psi$ by $|\psi|$ does not raise the energy. Hence $|\psi|$ is also a ground state.
- If $|\psi|$ vanished on one site, the eigenvalue equation there would read $-t(|\psi_{i-1}|+|\psi_{i+1}|)=0$. Both neighbours would vanish, then their neighbours, and finally the whole state. So no ground state has a zero.
- If there were two independent ground states, some combination of them would vanish on a chosen site. That is excluded.

If a translation leaves $x$ unchanged, it turns the ground state into a ground state, which must be the same one. The density and the forces are then unchanged by that translation too. A relaxation that treats equivalent sites alike therefore keeps the symmetry at every step, apart from rounding errors.

For a uniform start this means $n_i=1/N$ throughout. Zero force gives $x_i=g/(KN)$. The electron's energy is $-2t-g^2/(KN)$ and the elastic energy is $N\cdot\frac K2\cdot\frac{g^2}{K^2N^2}=g^2/(2KN)$, so

$$E_{\rm uni}=-2t-\frac{g^2}{2KN}=-2t-\frac{E_p}{N}.$$

Zero force says that this is a stationary point. It does not say whether the point is a minimum or a saddle, or whether a lower minimum lies elsewhere.

### Is the uniform state a minimum?

Add a small wave, $x_i=g/(KN)+a\cos(qi)$, with $q=2\pi m/N$ and $q\neq0,\pi$. The term linear in $a$ vanishes because the cosine sums to zero. Since $\sum_i\cos^2(qi)=N/2$, the elastic energy rises by $KNa^2/4$.

The electron feels the perturbation $V_i=-ga\cos(qi)$. Its unperturbed states are plane waves of energy $-2t\cos k$. The perturbation couples the $k=0$ state to the two states $k=\pm q$, each with matrix element

$$-\frac{ga}{N}\sum_i e^{\mp iqi}\cos(qi)=-\frac{ga}{2}.$$

Both states lie higher by $2t(1-\cos q)$. Second-order perturbation theory gives

$$\Delta\varepsilon_0=-2\,\frac{(ga/2)^2}{2t(1-\cos q)}=-\frac{g^2a^2}{4t(1-\cos q)} .$$

Add the elastic part and insert $g^2=2KE_p$:

$$\Delta E=\frac{Na^2}{4}\,K\left[1-\frac{2E_p}{Nt(1-\cos q)}\right].$$

Define the stiffness $\kappa_q$ by $\Delta E=\frac12\kappa_q\sum_i a^2\cos^2(qi)=\frac14\kappa_qNa^2$. Then

$$\kappa_q=K\left[1-\frac{2E_p}{Nt(1-\cos q)}\right].$$

For $q=\pi$ there is one coupled state, with matrix element $-ga$, and $\sum_i\cos^2(\pi i)=N$. The energy change is $\frac12NKa^2-g^2a^2/(4t)$, which gives the same formula. For $q=0$ the density does not respond, and $\kappa_0=K$.

The softest wave is the longest one, $q_1=2\pi/N$. Its stiffness is negative when

$$E_p>E_c=\frac{Nt}{2}\left(1-\cos\frac{2\pi}{N}\right)\approx\frac{\pi^2t}{N}\quad(N\gg1).$$

Above $E_c$ the uniform state is a saddle. The elastic energy grows quadratically with displacement and the electron's gain at most linearly, so $E(x)$ has a lowest point. That point cannot be uniform, because the one uniform stationary point is the saddle. A non-uniform state of lower energy must therefore exist.

### A ring with numbers

I use rough typical values for electron polarons in transition-metal oxides of resistive memory: $E_p=0.50$ eV, a phonon energy $\hbar\omega=0.07$ eV and the mass of oxygen. They give $K=M\omega^2=1875.5$ eV/nm² and $g=\sqrt{2KE_p}=43.31$ eV/nm, hence $g/K=0.0231$ nm. The ring has $N=12$ and $t=0.15$ eV.

The relaxation rule is $x_i\to gn_i/K$. To see that it goes downhill, write the energy as a functional of both $\psi$ and $x$,

$$G[\psi,x]=\langle T\rangle-g\sum_ix_in_i+\frac K2\sum_ix_i^2 ,$$

with $T$ the hopping term. Finding the ground state minimises $G$ over $\psi$ at fixed $x$; the rule then minimises it over $x$ at fixed $\psi$. Neither step can raise the energy.

**Perfect start.** From $x_i=0$ the run ends after one step at $x_i=0.0231/12=0.0019$ nm, with $E_{\rm uni}=-0.30-0.50/12=-0.3417$ eV. This is your calculation in miniature.

**Stiffness.** With $1-\cos30^\circ=0.1340$,

$$\frac{\kappa_{q_1}}K=1-\frac{2(0.50)}{12(0.15)(0.1340)}=-3.15 .$$

The converged geometry is a saddle, and a steep one. The threshold is $E_c=0.121$ eV, about a quarter of the actual $E_p$. A full stiffness matrix obtained from finite differences of the forces has the eigenvalues that the formula predicts.

**Small random start.** I displaced the sites from the uniform geometry by random amounts of 0.001 nm rms, less than a twentieth of $g/K$. All 20 such starts reached the same energy, $-0.5455$ eV, which is 0.204 eV below the uniform ring. In this state 95% of the electron sits on one site, displaced by 0.022 nm. All eigenvalues of its stiffness matrix are positive, so it is a true local minimum. Along the straight line from the uniform geometry to the polaron, sampled at 101 points, the energy never rises above its starting value.

The polaron energy can be understood by hand. Insert $x_i=gn_i/K$ into $G$. The coupling gives $-2E_p\sum n_i^2$ and the elastic term $+E_p\sum n_i^2$, so

$$J[\psi]=\langle T\rangle-E_p\sum_in_i^2 .$$

For $t\ll E_p$ put a small amplitude $c$ on each neighbour of the central site, whose amplitude is then $\sqrt{1-2c^2}$. To second order in small quantities, $\langle T\rangle\approx-4tc$ and $\sum n_i^2\approx1-4c^2$. Thus

$$J\approx-E_p-4tc+4E_pc^2,\qquad c=\frac{t}{2E_p},\qquad E_{\rm pol}\approx-E_p-\frac{t^2}{E_p}.$$

This gives $-0.545$ eV and a neighbour density $c^2=0.0225$; the full solution has 0.0236.

The gain depends on what it is measured from. Relative to the free band edge $-2t$ it is 0.246 eV. The difference from 0.204 eV is $E_p/N=0.042$ eV, the relaxation energy of the spread-out electron, which vanishes in a large ring. The polaron energy itself changes by less than $10^{-8}$ eV between $N=12$ and $N=48$.

### Distortions that still miss the polaron

**Too much symmetry left.** The symmetry argument applies to every translation that the start retains. If the start repeats after half the ring, the density does too, and no site can hold more than half an electron. I seeded two opposite sites equally and removed rounding errors by averaging the two halves at each step. The run ended at $-0.3466$ eV with a peak density of 0.35. That is 0.005 eV below the uniform state and 0.199 eV above the polaron. A distorted result is thus no proof that the search was free.

**The wrong wave.** On this ring $\kappa/K=0.44$ for $m=3$ and 0.72 for $m=6$. A sufficiently weak distortion that repeats every four sites contains just these waves and the uniform one. In exact arithmetic it therefore decays, although the ring has a polaron. With a very tight force tolerance the run lasts longer, and rounding errors may then grow along the unstable longer waves and reach the polaron by accident.

**Too small for the force tolerance.** Near the uniform state a wave of amplitude $a$ along $q_1$ produces a largest force $|\kappa_{q_1}|a$. If this is below the stopping tolerance $F_{\rm tol}$, the run is declared converged before it moves. For $F_{\rm tol}=0.10$ eV/nm (0.01 eV/Å) the limit is

$$a_{\min}=\frac{F_{\rm tol}}{|\kappa_{q_1}|}=\frac{0.10}{3.15\times1875.5}\approx1.7\times10^{-5}\ {\rm nm}.$$

A start with half this amplitude stopped at step zero; one with twice this amplitude reached the polaron in nine steps. The limit is tiny here because the saddle is steep. Closer to $E_c$, where $\kappa_{q_1}$ approaches zero, it rises, but not without bound. The linear formula then fails, because forces of higher order in $a$ take over. On this ring the limit is about 0.0005 nm at $1.05E_c$ and about 0.00045 nm just above $E_c$. Close to $E_c$, a start just above the limit does move, but it can stop after one step, before it reaches the lower state.

**No instability at all.** With $E_p$ lowered to 0.10 eV, below $E_c$, a random start and a start with one site displaced by the full 0.0231 nm both returned to the uniform state.

### In three dimensions a small rattle can fail

Your supercell is three-dimensional, and this can change the answer. I keep the short-range coupling of the model here; long-range coupling is discussed further below. Consider an electron spread over a region $\ell$ sites wide in $d$ dimensions. Confining it costs kinetic energy of order $t/\ell^2$, while the lattice returns about $E_p/\ell^d$. For large $\ell$ the gain wins in one dimension and the cost wins in three. With short-range coupling, a widely spread electron in three dimensions must therefore first pay to contract, even if a compact polaron is lower in the end.

The stiffness shows this directly. In a cube of side $L$ the electron energy is $-2t(\cos k_x+\cos k_y+\cos k_z)$. A wave along one axis again couples $k=0$ to two states higher by $2t(1-\cos q)$, so the formula for $\kappa_q$ holds with $N=L^3$. For the longest wave and large $L$, $1-\cos q\approx2\pi^2/L^2$ and

$$\frac{\kappa_{q_1}}K\approx1-\frac{E_p}{\pi^2tL}.$$

Waves along other directions have larger energy denominators and are no softer. Enlarging the cell makes the uniform state stiffer against this small wave, the reverse of what happens on the ring. This does not show that it also resists larger displacements better.

For numbers I keep $E_p$, $K$ and the half-bandwidth of 0.30 eV, which now requires $6t=0.30$ eV, or $t=0.05$ eV. With $L=5$ the exact formula gives $\kappa_{q_1}/K=0.77$, so the uniform state is a true local minimum, at $-0.304$ eV. Five random starts of 0.001 nm rms, the size that never failed on the ring, all returned to it. Yet a polaron exists at $-0.515$ eV, lower by 0.211 eV. Going to $L=6$ moves its energy by about $2\times10^{-6}$ eV and raises $\kappa_{q_1}/K$ to 0.81.

A larger disturbance is needed. Random displacements of 0.002 nm rms reached the polaron in two of eight starts, and those of 0.004 nm in all eight. With so few starts these counts show a trend, not a success rate, and even the larger size can occasionally miss. A local seed is more direct. With the relaxation rule above, one site must be displaced from the uniform geometry by at least 0.0049 nm, about 21% of $g/K$. Another optimiser may have a somewhat different threshold. Along the straight line to the polaron the energy first rises by 0.014 eV. This is an upper bound on the barrier in this cell, since a curved path may be lower.

### A failure that no starting geometry cures

An approximate density functional can let the electron repel its own density. Model this by adding $\frac S2\sum n_i^2$ to the energy. The optimal lattice is still $x_i=gn_i/K$, so

$$J[\psi]=\langle T\rangle-\left(E_p-\frac S2\right)\sum_in_i^2 .$$

The spurious repulsion acts as a reduced relaxation energy. On the 12-site ring the uniform state becomes stable when $E_p-S/2=E_c$, that is at

$$S=2(0.500-0.121)\approx0.76\ {\rm eV}.$$

Minimising over $\psi$ and $x$ together from a localised start, I found a state 0.0018 eV below the uniform one at 0.9 times this $S$, and a return to the uniform energy at 1.1 times. In the second case even a good seed finds nothing, although the electron without self-repulsion is bound by 0.2 eV. A negative $S$ would do the opposite and favour localisation, so a polaron found with such a functional needs the same caution.

### How this compares with a real oxide

The model bandwidth, 0.6 eV, is narrow; conduction bands of many transition-metal oxides are wider, and this matters. In a large cube the same small-$c$ calculation with six neighbours gives $E_{\rm pol}\approx-E_p-3t^2/E_p$. Setting this equal to $-6t$ gives $t\approx0.18E_p$. For $E_p=0.50$ eV the compact polaron therefore ceases to be the lower state near $t\approx0.09$ eV, a bandwidth of about 1.1 eV. My numbers show what a search can miss, not that your oxide has a polaron.

A large omission is the long-range polarisation of an ionic crystal. With rough dielectric constants of 5 (electrons alone) and 25 (with the lattice), the polarisation energy beyond one site spacing of 0.4 nm is

$$\frac{e^2}{4\pi\epsilon_0}\,\frac{1}{2(0.4\ {\rm nm})}\left(\frac15-\frac1{25}\right)\approx0.29\ {\rm eV},$$

somewhat more than the binding of about 0.2 eV found above. For an electron spread over $\ell$ sites this gain falls only as $1/\ell$, more slowly than the kinetic cost $t/\ell^2$. In a large cell of an ionic crystal a broad contraction can therefore be downhill, and the stability of the uniform state found in the cube above is a result for short-range coupling only.

At the geometry found above, bond anharmonicity is worth roughly 0.06 eV. For a Morse bond with a range parameter of 15 nm⁻¹, the cubic term is a fraction of about $15\times0.009\approx0.13$ of the elastic energy, which is $\frac12K(0.022\ {\rm nm})^2\approx0.45$ eV. Relaxing the ring again with such bonds lowers the polaron energy by about 0.08 eV in all and increases the central displacement by about a third. In a real charged supercell 2 nm wide, the interaction of a localised charge with its images and the neutralising background is about 0.04 eV in magnitude, if it is screened by the static dielectric constant of 25. That should be corrected before the two energies are compared.

The classical lattice is a fair approximation at the polaron, where the electronic gap of 0.71 eV is ten times the phonon energy. The change in zero-point energy there is only $-0.003$ eV. Near the uniform ring the gap is 0.040 eV, less than a phonon, so the downhill path describes an energy surface and not the motion in time. Quantum phonons also lower the energy of a spread-out electron, which a classical lattice leaves out. In the cube, second-order perturbation theory in the coupling puts this at about 0.1 eV, half of the classical difference of 0.211 eV. The energy differences given here are therefore those of a classical lattice, as in an ordinary relaxation. At 358 K, $k_BT=0.031$ eV is well below the classical binding.

Quantum mechanics also qualifies the word "localised". The polaron can sit on any of the $N$ equivalent sites, and tunnelling mixes these states into ones with uniform average density. The lattice overlap between neighbouring positions is about 0.002, which suggests a tunnelling energy of order $0.002\,t\approx3\times10^{-4}$ eV. This product is only a rough guide, because $t$ exceeds the phonon energy here. Exact diagonalisation with quantum phonons on rings of four and six sites gives about $6\times10^{-4}$ eV, twice as large and some fifty times below $k_BT$. The polaron band, four times this value, is about 0.002 eV wide, still more than ten times below $k_BT$. Self-trapping means that the distortion accompanies the electron, wherever it is found.

### What to do with your supercell

1. Switch off symmetry constraints, in the electronic problem as well as in the geometry.
2. Displace the neighbours of one metal ion as an extra electron there would push them. In the model, a coordinate of 0.022 nm shared by the six bonds of a breathing distortion is $0.022/\sqrt6\approx0.009$ nm per bond. Try several amplitudes and sites.
3. Relax with a tight force tolerance, and compare the energy with that of the uniform state in the same cell and with the same functional.
4. If the seed dissolves, check the functional for self-repulsion and the cell for size effects before blaming the material.

If seeds of several shapes and sizes all dissolve with a functional whose self-repulsion is known to be small, you have real evidence against a polaron. The perfect start supplies none. The main values are in the numerical output below.

## Table of computed values

```
Inputs: Ep = 0.50 eV, phonon = 0.070 eV, mass = 16 u
Ring: N = 12, t = 0.15 eV; cube: L = 5, t = 0.05 eV
Site spacing = 0.40 nm; force tolerance = 0.10 eV/nm
Spring constant K = 1875.5 eV/nm^2; coupling g = 43.31 eV/nm
Full one-site displacement g/K = 0.02309 nm
RING
Perfect start: energy = -0.34167 eV, steps = 1
Uniform displacement = 0.001924 nm
Polaron energy = -0.54553 eV; strong-coupling value = -0.54500 eV
Energy below uniform ring = 0.20386 eV
Energy below free band edge -2t = 0.24553 eV
Polaron density: centre = 0.9516, neighbour = 0.0236
Polaron centre displacement = 0.02197 nm
kappa/K for wave number 1: -3.1467
kappa/K for wave number 2: -0.1111
kappa/K for wave number 3: 0.4444
kappa/K for wave number 6: 0.7222
Lowest kappa/K at the polaron = 0.8593
Random rattles, rms 0.001 nm, reaching polaron: 20 of 20
Half-period start: energy = -0.34656 eV, peak density = 0.3491
Smallest cosine amplitude seen by tolerance = 1.694e-05 nm
Half that amplitude: energy = -0.34167 eV, steps = 0
Twice that amplitude: energy = -0.54553 eV, steps = 9
Critical Ep = 0.12058 eV; at Ep = 0.10 eV all starts uniform
Largest rise on straight path to polaron = 0.00000 eV
Self-repulsion S removing instability = 0.7588 eV
Energy gain at 0.9 S = 0.00182 eV; at 1.1 S = 0.00000 eV
N=6: uniform -0.38333 eV, polaron -0.54556 eV, kappa1/K -1.222
N=12: uniform -0.34167 eV, polaron -0.54553 eV, kappa1/K -3.147
N=24: uniform -0.32083 eV, polaron -0.54553 eV, kappa1/K -7.152
N=48: uniform -0.31042 eV, polaron -0.54553 eV, kappa1/K -15.235
Polaron energy shift N=12 to 48 = 3.32e-10 eV
CUBE
L=4: uniform -0.30781 eV, polaron -0.51530 eV, kappa1/K 0.688
L=5: uniform -0.30400 eV, polaron -0.51526 eV, kappa1/K 0.768
L=6: uniform -0.30231 eV, polaron -0.51526 eV, kappa1/K 0.815
Polaron energy shift L=5 to 6 = 2.16e-06 eV
Energy below uniform cube, L=5 = 0.21126 eV
Rattles, rms 0.001 nm, back to uniform: 5 of 5
Smallest trapping one-site seed = 0.00487 nm (0.211 of g/K)
Barrier upper bound on straight path = 0.01376 eV
NEGLECTED EFFECTS
Zero-point shift at ring polaron = -0.00349 eV
Electronic gap: polaron = 0.7099 eV, uniform ring = 0.0402 eV
Neighbour lattice overlap = 2.122e-03; times t = 3.183e-04 eV
At 358 K: kT = 0.0309 eV, rms displacement = 0.00479 nm
Anharmonic energy, rough (15 /nm) = 0.061 eV
Dielectric constants, rough: fast 5, static 25
Long-range polarisation beyond one spacing = 0.288 eV
Image constant = 2.8373; image energy in L=5 cell = 0.0409 eV
```
